# Thickness scaling of hyperbolic phonon polaritons in hexagonal boron nitride slabs: a numerical check

```python
"""
Result under test: bound phonon polaritons of a thin hyperbolic slab obey,
for in-plane wavevector q much larger than k0 = omega/c,
    q*d = [n*pi + arctan(ea/(ez*kappa)) + arctan(es/(ez*kappa))]/kappa,
    kappa = sqrt(-et/ez),
so q is proportional to 1/d at fixed frequency and branch number n.
Symbols: d thickness; et, ez in-plane and axial permittivity of the slab;
ea, es permittivity above and below; n number of potential nodes in the slab.
Frequencies nu are in cm^-1, lengths in um, wavevectors in rad/um.
Oscillator parameters are rough, rounded typical values for hexagonal BN.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants
from scipy.linalg import eig, expm
from scipy.optimize import brentq, newton

INF_T, TO_T, LO_T = 5.0, 1370.0, 1610.0
INF_Z, TO_Z, LO_Z = 3.0, 780.0, 830.0
GAMMA = 5.0
EA, ES = 1.0, 2.0
D = 0.050
LAYER = 0.33e-3       # rough layer spacing, um
CELL = 0.25e-3        # rough in-plane lattice constant, um
PHONON_WIDTH = 200.0  # rough optical-phonon dispersion over the zone, cm^-1


def tensor(nu, gamma=0.0, shift=0.0):
    """In-plane and axial permittivity; shift moves the in-plane resonances."""
    loss = 1j * gamma * nu if gamma else 0.0
    et = INF_T * ((LO_T + shift)**2 - nu**2 - loss) / (
        (TO_T + shift)**2 - nu**2 - loss)
    ez = INF_Z * (LO_Z**2 - nu**2 - loss) / (TO_Z**2 - nu**2 - loss)
    return et, ez


def scaled_q(eps, n, es=ES):
    """Large-wavevector formula for q*d."""
    et, ez = eps
    kappa = np.sqrt(-et / ez)
    return (n * np.pi + np.arctan(EA / (ez * kappa))
            + np.arctan(es / (ez * kappa))) / kappa


def vacuum_k(nu):
    return 2 * np.pi * nu * 1e-4


def retardation(nu, eps, n, d):
    """First relative correction to q from the finite speed of light."""
    et, ez = eps
    kappa = np.sqrt(-et / ez)
    q0 = scaled_q(eps, n) / d
    total = 0.0
    for e in (EA, ES):
        u = e / (ez * kappa)
        total = total + (e - ez) * u / (1 + u**2)
    return vacuum_k(nu)**2 / (2 * q0**2) * (ez + total / (kappa * q0 * d))


def maxwell_mismatch(q, nu, eps, d):
    """Carry (Ex, Z0*Hy) through the slab; zero when both sides decay."""
    et, ez = eps
    k0 = vacuum_k(nu)
    pa = np.sqrt(q * q - EA * k0**2)
    ps = np.sqrt(q * q - ES * k0**2)
    generator = np.array([[0, 1j * (k0 - q * q / (k0 * ez))],
                          [1j * k0 * et, 0]], dtype=complex)
    ex, hy = expm(generator * d) @ np.array([-1j * ps / (k0 * ES), 1.0])
    return ex - 1j * pa / (k0 * EA) * hy


def maxwell_q(nu, n, d):
    """Lossless root of the full Maxwell problem nearest the formula."""
    eps = tensor(nu)
    guess = scaled_q(eps, n) / d
    return brentq(lambda q: maxwell_mismatch(q, nu, eps, d).imag,
                  0.9 * guess, 1.25 * guess, xtol=1e-13, rtol=1e-14)


def galerkin_modes(eps, size=26):
    """Electrostatic modes of a slab of unit thickness, Legendre basis."""
    et, ez = eps
    x, w = legendre.leggauss(2 * size)
    value = legendre.legvander(x, size - 1)
    slope = np.column_stack([
        legendre.legval(x, legendre.legder(np.eye(size)[j]))
        for j in range(size)]) * 2.0
    mass = et * value.T @ (value * (w / 2)[:, None])
    stiff = ez * slope.T @ (slope * (w / 2)[:, None])
    top = np.ones(size)
    bottom = (-1.0)**np.arange(size)
    edge = EA * np.outer(top, top) + ES * np.outer(bottom, bottom)
    zero, one = np.zeros((size, size)), np.eye(size)
    vals, vecs = eig(np.block([[zero, one], [-stiff, -edge]]),
                     np.block([[one, zero], [zero, mass]]))
    good = (abs(vals.imag) < 1e-7 * abs(vals)) & (vals.real > 1e-3)
    order = np.where(good)[0][np.argsort(vals.real[good])][:4]
    fine = np.linspace(-1, 1, 2001)
    nodes = []
    for j in order:
        f = legendre.legval(fine, vecs[:size, j].real)
        nodes.append(int(np.sum(f[1:] * f[:-1] < 0)))
    return vals.real[order], nodes


def q_slope(nu, n, h=0.01):
    """d(q*d)/d(nu) by central difference."""
    return (scaled_q(tensor(nu + h), n)
            - scaled_q(tensor(nu - h), n)) / (2 * h)


def velocity_integral(nu, n):
    """d(nu)/d(q*d) from integrals over the mode potential."""
    et, ez = tensor(nu)
    h = 0.01
    det, dez = [(a - b) / (2 * h)
                for a, b in zip(tensor(nu + h), tensor(nu - h))]
    kappa = np.sqrt(-et / ez)
    q = scaled_q((et, ez), n)
    x, w = legendre.leggauss(80)
    z, w = (x + 1) / 2, w / 2
    phase = kappa * q * z - np.arctan(ES / (ez * kappa))
    f2 = np.sum(w * np.cos(phase)**2)
    g2 = np.sum(w * (kappa * q * np.sin(phase))**2)
    return (ez * g2 - et * q**2 * f2) / (
        q * (det * q**2 * f2 + dez * g2))


print(f"hBN in-plane: eps_inf {INF_T}, TO {TO_T:.0f}, LO {LO_T:.0f} cm^-1")
print(f"hBN axial: eps_inf {INF_Z}, TO {TO_Z:.0f}, LO {LO_Z:.0f} cm^-1")
print(f"damping {GAMMA} cm^-1; eps above {EA}, below {ES}; d {D*1e3:.0f} nm")

bands = (("II", 1500.0, 0, TO_T, LO_T), ("I", 800.0, 1, TO_Z, LO_Z))
for name, nu, first, low, high in bands:
    eps = tensor(nu)
    kappa = np.sqrt(-eps[0] / eps[1])
    k0 = vacuum_k(nu)
    labels = list(range(first, first + 4))
    formula = np.array([scaled_q(eps, n) for n in labels])

    # Potential problem: values, equal spacing and node numbers.
    numeric, nodes = galerkin_modes(eps)
    assert np.allclose(numeric, formula, rtol=1e-7, atol=0)
    assert np.allclose(np.diff(numeric), np.pi / kappa, rtol=1e-6)
    assert nodes == labels

    # Full Maxwell problem has exactly these modes in the scanned range.
    upper = (formula[-1] + scaled_q(eps, labels[-1] + 1)) / (2 * D)
    grid = np.linspace(1.001 * np.sqrt(ES) * k0, upper, 700)
    scan = np.array([maxwell_mismatch(q, nu, eps, D).imag for q in grid])
    assert np.sum(scan[1:] * scan[:-1] < 0) == len(labels)

    print(f"Type {name}, {nu:.0f} cm^-1: eps_t {eps[0]:.3f}, "
          f"eps_z {eps[1]:.3f}, kappa {kappa:.4f}")
    print(f" k0 {k0:.4f} rad/um; branch spacing {np.pi/kappa/D:.2f} rad/um")
    for n, scaled in zip(labels, formula):
        full = maxwell_q(nu, n, D)
        assert abs(full * D / scaled - 1) < 0.01
        print(f" n={n}: qd {scaled:.4f}, q {scaled/D:.2f}, "
              f"Maxwell q {full:.2f} rad/um")

    # Retardation: the remainder must fall faster than d^2.
    remainder = []
    for d in (D, D / 2):
        relative = maxwell_q(nu, first, d) * d / formula[0] - 1
        remainder.append(abs(relative - retardation(nu, eps, first, d)))
    delta = retardation(nu, eps, first, D)
    assert remainder[0] < 0.2 * abs(delta)
    assert remainder[1] < remainder[0] / 10
    print(f" n={first}: q/k0 {formula[0]/D/k0:.1f}, "
          f"retardation shift {100*delta:.3f} %")

    # Inverse thickness law in the full Maxwell problem.
    power = np.log(maxwell_q(nu, first, D) / maxwell_q(nu, first, D / 2)
                   ) / np.log(2)
    assert abs(power + 1) < 0.02
    print(f" n={first}: Maxwell power of d, 25 to 50 nm: {power:.4f}")
    for d in (0.020, 0.050, 0.100, 0.200):
        full = maxwell_q(nu, first, d)
        print(f"  d {d*1e3:.0f} nm: Maxwell q {full:.3f} rad/um, "
              f"qd {full*d:.4f}")

    # Direction and size of the group velocity.
    for n in labels:
        rate = velocity_integral(nu, n)
        assert abs(rate * q_slope(nu, n) - 1) < 1e-5
        assert (rate > 0) == (name == "II")
    speed = (2 * np.pi * constants.c * 1e-4
             * D * velocity_integral(nu, first))
    print(f" n={first}: group velocity {speed/1e3:.0f} km/s")

    # Damping, with the complex Maxwell root as the independent side.
    lossy = tensor(nu, GAMMA)
    complex_q = scaled_q(lossy, first) / D
    estimate = GAMMA / 2 * q_slope(nu, first) / D
    assert abs(complex_q.imag / estimate - 1) < 0.03
    ratios = []
    for d in (D, D / 2):
        start = scaled_q(lossy, first) / d
        root = newton(lambda q: maxwell_mismatch(q, nu, lossy, d),
                      1.02 * start, x1=1.01 * start, tol=1e-10)
        corrected = start * (1 + retardation(nu, lossy, first, d))
        assert abs(root / corrected - 1) < 5e-4
        ratios.append(root.real / root.imag)
    assert abs(ratios[0] / ratios[1] - 1) < 0.03
    print(f" n={first}: lossy q {complex_q.real:.3f} "
          f"{complex_q.imag:+.3f}i rad/um")
    print(f" amplitude decay length {1/abs(complex_q.imag):.3f} um, "
          f"|Re q/Im q| {abs(complex_q.real/complex_q.imag):.1f}")

    # Frequencies of the quantised branches at one fixed wavevector.
    fixed_q = 50.0
    found = []
    for n in labels[:3]:
        branch = brentq(lambda v: scaled_q(tensor(v), n) - fixed_q * D,
                        low + 1e-6, high - 1e-6)
        assert abs(maxwell_q(branch, n, D) / fixed_q - 1) < 0.01
        found.append(f"n={n} {branch:.1f}")
    print(f" at q {fixed_q:.0f} rad/um: " + ", ".join(found) + " cm^-1")

# Sizes of effects left out, for the film and the upper-band example.
nu = 1500.0
eps = tensor(nu)
base = scaled_q(eps, 0)
q3 = scaled_q(eps, 3) / D
kz3 = np.sqrt(-eps[0] / eps[1]) * q3
phonon_shift = PHONON_WIDTH * (q3 * CELL / np.pi)**2
phonon_dq = phonon_shift * abs(q_slope(nu, 3)) / (q3 * D)
resonance = scaled_q(tensor(nu, shift=-1.0), 0) / base - 1
substrate = scaled_q(eps, 0, es=ES + 0.1) / base - 1
thickness = D / (D + LAYER) - 1
damping = scaled_q(tensor(nu, GAMMA), 0).real / base - 1
print("Neglected or uncertain effects at 1500 cm^-1, d 50 nm:")
print(f" rough inputs: layer {LAYER*1e3:.2f} nm, cell {CELL*1e3:.2f} nm, "
      f"phonon width {PHONON_WIDTH:.0f} cm^-1")
print(f" layer discreteness, n=3: (kz*a)^2/24 = {100*(kz3*LAYER)**2/24:.4f} %")
print(f" phonon dispersion, n=3: {phonon_shift:.4f} cm^-1, "
      f"q by {100*phonon_dq:.4f} %")
print(f" in-plane TO and LO lower by 1 cm^-1: q {100*resonance:+.2f} %")
print(f" substrate permittivity +0.1: q {100*substrate:+.2f} %")
print(f" one extra layer: q {100*thickness:+.2f} %")
print(f" damping: Re q {100*damping:+.3f} %")
print("checks complete")
```

Running it gives:

```
hBN in-plane: eps_inf 5.0, TO 1370, LO 1610 cm^-1
hBN axial: eps_inf 3.0, TO 780, LO 830 cm^-1
damping 5.0 cm^-1; eps above 1.0, below 2.0; d 50 nm
Type II, 1500 cm^-1: eps_t -4.585, eps_z 2.853, kappa 1.2677
 k0 0.9425 rad/um; branch spacing 49.56 rad/um
 n=0: qd 0.6113, q 12.23, Maxwell q 12.29 rad/um
 n=1: qd 3.0895, q 61.79, Maxwell q 61.81 rad/um
 n=2: qd 5.5678, q 111.36, Maxwell q 111.37 rad/um
 n=3: qd 8.0460, q 160.92, Maxwell q 160.93 rad/um
 n=0: q/k0 13.0, retardation shift 0.527 %
 n=0: Maxwell power of d, 25 to 50 nm: -0.9943
  d 20 nm: Maxwell q 30.591 rad/um, qd 0.6118
  d 50 nm: Maxwell q 12.290 rad/um, qd 0.6145
  d 100 nm: Maxwell q 6.241 rad/um, qd 0.6241
  d 200 nm: Maxwell q 3.306 rad/um, qd 0.6613
 n=0: group velocity 976 km/s
 n=0: lossy q 12.217 +0.482i rad/um
 amplitude decay length 2.073 um, |Re q/Im q| 25.3
 at q 50 rad/um: n=0 1574.5, n=1 1478.4, n=2 1420.9 cm^-1
Type I, 800 cm^-1: eps_t 7.891, eps_z -4.642, kappa 1.3038
 k0 0.5027 rad/um; branch spacing 48.19 rad/um
 n=1: qd 2.0393, q 40.79, Maxwell q 40.77 rad/um
 n=2: qd 4.4489, q 88.98, Maxwell q 88.97 rad/um
 n=3: qd 6.8586, q 137.17, Maxwell q 137.17 rad/um
 n=4: qd 9.2682, q 185.36, Maxwell q 185.36 rad/um
 n=1: q/k0 81.1, retardation shift -0.044 %
 n=1: Maxwell power of d, 25 to 50 nm: -1.0005
  d 20 nm: Maxwell q 101.956 rad/um, qd 2.0391
  d 50 nm: Maxwell q 40.768 rad/um, qd 2.0384
  d 100 nm: Maxwell q 20.357 rad/um, qd 2.0357
  d 200 nm: Maxwell q 10.125 rad/um, qd 2.0250
 n=1: group velocity -94 km/s
 n=1: lossy q 40.410 -4.962i rad/um
 amplitude decay length 0.202 um, |Re q/Im q| 8.1
 at q 50 rad/um: n=1 796.0, n=2 812.7, n=3 820.6 cm^-1
Neglected or uncertain effects at 1500 cm^-1, d 50 nm:
 rough inputs: layer 0.33 nm, cell 0.25 nm, phonon width 200 cm^-1
 layer discreteness, n=3: (kz*a)^2/24 = 0.0189 %
 phonon dispersion, n=3: 0.0328 cm^-1, q by 0.0295 %
 in-plane TO and LO lower by 1 cm^-1: q +1.59 %
 substrate permittivity +0.1: q +2.70 %
 one extra layer: q -0.66 %
 damping: Re q -0.077 %
checks complete
```
